# Separating direct valence from wind charge in electromigration: a program that tests the result

```python
"""Recovering a direct valence from two electromigration measurements.

Result under test: if the effective charge is Z* = Zd + K/rho, with the same
direct valence Zd and wind coefficient K in both measurements, then
    Zd = (rho2*Z2 - rho1*Z1)/(rho2 - rho1),   K = rho1*(Z1 - Zd).
The force on the ion is Z* e E, with e > 0. Resistivities rho and K are in
microohm cm. For free electrons K = -hbar*kF*sigma_tr/e^2, where kF is the
Fermi wavenumber and sigma_tr the transport cross-section of the ion.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import e, hbar, m_e, k as k_B

MICROOHM_CM = 1e-8  # ohm m


def direct_valence(rho_a, z_a, rho_b, z_b):
    return (rho_b * z_b - rho_a * z_a) / (rho_b - rho_a)


# Given data
rho1, rho2 = 5.0, 6.0
z1, z2 = -5.0, -4.0
gap = rho2 - rho1

# Closed formula against a linear solver applied to the assumed law
zd = direct_valence(rho1, z1, rho2, z2)
K = rho1 * (z1 - zd)
solved = np.linalg.solve([[1, 1 / rho1], [1, 1 / rho2]], [z1, z2])
assert np.allclose(solved, [zd, K], rtol=1e-11)
assert abs(zd - 1) < 1e-12
wind1, wind2 = K / rho1, K / rho2

# Model metal: round parameters
density = 85e27            # electrons per m^3
temp1, temp2 = 770.0, 890.0  # K
jump = 0.25e-9             # m
expansion = 2e-5           # per K, linear
activation = 2.0           # eV
current_density = 1e10     # A/m^2, equal to 1 MA/cm^2
kF = (3 * np.pi**2 * density) ** (1 / 3)
vF = hbar * kF / m_e
sigma_tr = -K * MICROOHM_CM * e**2 / (hbar * kF)


def electron_wind(tau, amplitude, anisotropy):
    """Wind charge and resistivity (ohm m) by sums over the Fermi surface.

    The differential cross-section is amplitude*(1 + anisotropy*cos(chi)).
    """
    mu, weight = np.polynomial.legendre.leggauss(24)
    phi = 2 * np.pi * np.arange(24) / 24
    field = 1.0
    shift = -e * field * tau / hbar
    extra = 2 * np.pi * weight * kF**2 / (4 * np.pi**3) * shift * mu
    current = np.sum(extra * (-e) * vF * mu)
    mu_in = mu[:, None, None]
    mu_out = mu[None, :, None]
    cos_chi = (mu_in * mu_out + np.sqrt(1 - mu_in**2)
               * np.sqrt(1 - mu_out**2) * np.cos(phi)[None, None, :])
    cross = amplitude * (1 + anisotropy * cos_chi)
    solid = weight[None, :, None] * 2 * np.pi / len(phi)
    momentum_loss = np.sum(solid * cross * hbar * kF * (mu_in - mu_out),
                           axis=(1, 2))
    force = np.sum(extra * vF * momentum_loss)
    return force / (e * field), field / current


# Microscopic wind law, tested with anisotropic scattering
anisotropy = 0.5
amplitude = sigma_tr / (4 * np.pi * (1 - anisotropy / 3))
angle, angle_weight = np.polynomial.legendre.leggauss(12)
sigma_from_definition = 2 * np.pi * np.sum(
    angle_weight * amplitude * (1 + anisotropy * angle) * (1 - angle))
assert np.isclose(sigma_from_definition, sigma_tr, rtol=1e-12)
paths = []
for rho, wind in ((rho1, wind1), (rho2, wind2)):
    tau = m_e / (density * e**2 * rho * MICROOHM_CM)
    wind_sum, rho_sum = electron_wind(tau, amplitude, anisotropy)
    assert np.isclose(rho_sum, rho * MICROOHM_CM, rtol=1e-10)
    assert np.isclose(wind_sum, wind, rtol=1e-10)
    path = vF * tau
    assert np.isclose(wind_sum, -density * path * sigma_tr, rtol=1e-10)
    paths.append(path)

# Drift law v = D F/(kT), tested by a master equation for hopping
sites = np.arange(-50, 51)
bias = 0.01                # F*jump/(2kT)
duration = 5.0             # in units of 1/(jump rate to one side)


def spread(half_bias):
    right, left = np.exp(half_bias), np.exp(-half_bias)
    n = len(sites)
    rates = right * np.eye(n, k=-1) + left * np.eye(n, k=1)
    rates -= np.diag(rates.sum(axis=0))
    prob = expm(rates * duration)[:, n // 2]
    mean = prob @ sites
    return mean, prob @ sites**2 - mean**2


drift = spread(bias)[0] / duration
diffusion = spread(0.0)[1] / (2 * duration)
assert np.isclose(drift, diffusion * 2 * bias, rtol=1e-4)

# Field, force and hopping bias in the first measurement
field1 = rho1 * MICROOHM_CM * current_density
force1 = z1 * field1       # eV/m
hop_bias = abs(force1) * e * jump / (2 * k_B * temp1)
assert hop_bias < 1e-3

# Random errors in the two charges
charge_error = 0.1
valence_error = charge_error * np.hypot(rho1, rho2) / gap
rng = np.random.default_rng(1)
noise = rng.normal(0, charge_error, (2, 200000))
sample = direct_valence(rho1, z1 + noise[0], rho2, z2 + noise[1])
assert np.isclose(sample.std(), valence_error, rtol=0.01)

# One resistivity wrong by 1 percent: charge fixed, or product rho*Z* fixed
rho1_wrong = 1.01 * rho1
zd_charge_fixed = direct_valence(rho1_wrong, z1, rho2, z2)
zd_product_fixed = direct_valence(rho1_wrong, z1 * rho1 / rho1_wrong,
                                  rho2, z2)
assert abs(zd_product_fixed - zd) < abs(zd_charge_fixed - zd)
step = 1e-5
slope = (direct_valence(rho1 + step, z1, rho2, z2)
         - direct_valence(rho1 - step, z1, rho2, z2)) / (2 * step)
assert np.isclose(slope, (zd - z1) / gap, rtol=1e-6)


# Wind coefficient that changes between the measurements
def inferred_shift(change):
    z2_changed = zd + K * (1 + change) / rho2
    return direct_valence(rho1, z1, rho2, z2_changed) - zd


shift_one_percent = inferred_shift(0.01)
assert np.isclose(shift_one_percent, K * 0.01 / gap, rtol=1e-9)
kF_change = 1 / (1 + expansion * (temp2 - temp1)) - 1
shift_expansion = inferred_shift(kF_change)

# The same data with no direct valence at all
K1_alone, K2_alone = rho1 * z1, rho2 * z2
change_alone = K2_alone / K1_alone - 1
rho3 = 7.5
z3 = zd + K / rho3
K3_alone = np.interp(0, [0], [0]) + np.polyval(
    np.polyfit([rho1, rho2], [K1_alone, K2_alone], 1), rho3)
assert np.isclose(K3_alone / rho3, z3, rtol=1e-9)

# First run 1 K too hot, with D taken from a separate measurement
hot = temp1 + 1.0
d_ratio = np.exp(-activation * e / k_B * (1 / hot - 1 / temp1))
z1_hot = z1 * d_ratio * temp1 / hot
shift_hot = direct_valence(rho1, z1_hot, rho2, z2) - zd
linear_hot = -rho1 * z1 / gap * (activation * e / (k_B * temp1**2)
                                 - 1 / temp1)
assert np.isclose(shift_hot, linear_hot, rtol=0.05)

print("GIVEN DATA AND RESULT")
print(f"resistivities: {rho1:.1f}, {rho2:.1f} microohm cm")
print(f"effective charges: {z1:.1f}, {z2:.1f} (units of e)")
print(f"products rho*Z*: {rho1*z1:.1f}, {rho2*z2:.1f} microohm cm")
print(f"direct valence: {zd:+.3f}")
print(f"wind coefficient K: {K:.2f} microohm cm")
print(f"wind charges: {wind1:.3f}, {wind2:.3f}")
print("MODEL METAL")
print(f"electron density: {density*1e-27:.0f} per nm^3")
print(f"temperatures: {temp1:.0f}, {temp2:.0f} K")
print(f"jump length: {jump*1e9:.2f} nm")
print(f"linear expansion: {expansion:.1e} per K")
print(f"activation energy: {activation:.1f} eV")
print(f"current density: {current_density*1e-10:.1f} MA/cm^2")
print(f"Fermi wavenumber: {kF*1e-9:.2f} per nm")
print(f"transport cross-section: {sigma_tr*1e18:.5f} nm^2")
print(f"mean free paths: {paths[0]*1e9:.2f}, {paths[1]*1e9:.2f} nm")
print(f"kF times shorter path: {kF*paths[1]:.0f}")
print(f"field, first run: {field1*1e-2:.2f} V/cm")
print(f"force, first run: {force1*1e-2:.1f} eV/cm")
print(f"hopping bias F*a/(2kT): {hop_bias:.2e}")
print("ERRORS AND NEGLECTED EFFECTS")
print(f"assumed error of each charge: {charge_error:.2f}")
print(f"resulting error of direct valence: {valence_error:.2f}")
print(f"valence, rho1 +1%, Z* fixed: {zd_charge_fixed:.3f}")
print(f"valence, rho1 +1%, rho*Z* fixed: {zd_product_fixed:.3f}")
print(f"valence shift, |K| +1% in run 2: {shift_one_percent:+.3f}")
print(f"kF change by expansion: {100*kF_change:.2f} %")
print(f"valence shift by expansion: {shift_expansion:+.3f}")
print(f"D ratio for 1 K too hot: {d_ratio:.4f}")
print(f"first charge inferred, 1 K too hot: {z1_hot:.3f}")
print(f"valence shift, 1 K too hot: {shift_hot:+.2f}")
print("SAME DATA WITH ZERO DIRECT VALENCE")
print(f"K needed: {K1_alone:.1f}, {K2_alone:.1f} microohm cm")
print(f"change of |K| needed: {100*change_alone:.1f} %")
print(f"third resistivity: {rho3:.1f} microohm cm")
print(f"charge there, constant K: {z3:.3f}")
print(f"charge there, Zd=0, K linear: {K3_alone/rho3:.3f}")
print("tests ok")
```

Output:

```
GIVEN DATA AND RESULT
resistivities: 5.0, 6.0 microohm cm
effective charges: -5.0, -4.0 (units of e)
products rho*Z*: -25.0, -24.0 microohm cm
direct valence: +1.000
wind coefficient K: -30.00 microohm cm
wind charges: -6.000, -5.000
MODEL METAL
electron density: 85 per nm^3
temperatures: 770, 890 K
jump length: 0.25 nm
linear expansion: 2.0e-05 per K
activation energy: 2.0 eV
current density: 1.0 MA/cm^2
Fermi wavenumber: 13.60 per nm
transport cross-section: 0.00537 nm^2
mean free paths: 13.15, 10.96 nm
kF times shorter path: 149
field, first run: 5.00 V/cm
force, first run: -25.0 eV/cm
hopping bias F*a/(2kT): 4.71e-06
ERRORS AND NEGLECTED EFFECTS
assumed error of each charge: 0.10
resulting error of direct valence: 0.78
valence, rho1 +1%, Z* fixed: 1.316
valence, rho1 +1%, rho*Z* fixed: 1.053
valence shift, |K| +1% in run 2: -0.300
kF change by expansion: -0.24 %
valence shift by expansion: +0.072
D ratio for 1 K too hot: 1.0399
first charge inferred, 1 K too hot: -5.193
valence shift, 1 K too hot: +0.96
SAME DATA WITH ZERO DIRECT VALENCE
K needed: -25.0, -24.0 microohm cm
change of |K| needed: -4.0 %
third resistivity: 7.5 microohm cm
charge there, constant K: -3.000
charge there, Zd=0, K linear: -3.000
tests ok
```
